Do zero forces make planar ammonia a minimum?

**The argument under review**

The manuscript optimizes ammonia with all four atoms in one plane and the three N-H bonds equivalent, that is, in the point group D3h. It finds a geometry where every force is zero and concludes that this is the equilibrium structure. Three reasons are given.

(a) All twelve Cartesian components of the gradient vanish.

(b) The energy rises when the three bonds are stretched or compressed together.

(c) A second optimization, with no symmetry imposed, starts from a planar D3h molecule whose three equal bonds are too long and returns to the same structure.

All three observations are correct. The question is whether they support the conclusion. I have repeated the calculation with restricted Hartree-Fock theory in the 6-31G** basis, with five spherical d functions on N, within the Born-Oppenheimer approximation. The six Cartesian d functions of the usual 6-31G** definition lower both total energies by about 0.0002 Eh. This level omits electron correlation and uses a finite basis, so the numbers below describe this model of the molecule. Units are Hartree atomic units (Eh for energy, bohr for length, electron masses m_e) unless stated.

**Reason (a): what a zero gradient says**

Collect the twelve nuclear coordinates in a vector x. For a small displacement d,

E(x + d) = E(x) + g·d + ½ dᵀH d + terms of third order,

where g is the gradient, −g the force, and H the Hessian, the matrix of second derivatives. If g = 0, the linear term drops out and the quadratic term decides. Write d as a sum of orthonormal eigenvectors of H with coefficients cᵢ and eigenvalues λᵢ:

½ dᵀH d = ½ Σᵢ λᵢ cᵢ².

Six of the twelve directions are rigid motions. A translation leaves E and g unchanged, so H gives zero on it. A small rotation by the vector θ turns the gradient of each atom by θ × g, so H acting on the rotation gives θ × g, which is zero at a stationary point. Six internal directions remain.

If all six internal eigenvalues are positive, the geometry is a local minimum, though perhaps not the lowest one. If one is negative and five are positive, it is a first-order saddle: there is a direction in which the energy falls. If one is zero and none is negative, higher terms must be examined. Reason (a) contains no information about these eigenvalues.

**Why so many forces vanish together**

Twelve zeros look like strong evidence, but symmetry supplies eleven of the twelve conditions. Let S be a symmetry operation acting on the coordinates, including any exchange of labels between equal atoms. It is an orthogonal matrix, and

E(Sx) = E(x),

provided that symmetry-related geometries are described by symmetry-related electronic solutions, as they are here. Differentiating with respect to x gives Sᵀg(Sx) = g(x). Multiplication by S, with SSᵀ = 1, gives

g(Sx) = S g(x).

At a geometry that S leaves unchanged, Sx = x and therefore g = S g. Put the molecule in the plane z = 0, with N at the origin and each H at distance ρ.

- Reflection in the plane reverses every z component, so each equals its own negative and is zero.
- Rotation by 120° must leave the in-plane gradient on N unchanged. Only the zero vector has that property.
- The upright mirror plane through N and one H removes the gradient on that H perpendicular to its bond.
- The rotation makes the three remaining radial components equal.

If r̂ᵢ is the unit vector from N to atom Hᵢ, the gradient on that atom is a r̂ᵢ with one common number a. Changing ρ moves each H along its r̂ᵢ, so

dE/dρ = Σᵢ a r̂ᵢ·r̂ᵢ = 3a.

At ρ = 2.10 bohr, far from the optimum, dE/dρ = 0.27275 Eh/bohr, hence a = 0.27275/3 = 0.0909 Eh/bohr. Whatever is left of the gradient after this radial pattern is subtracted is at most 3.4×10⁻¹⁵ Eh/bohr, which is rounding error.

Adjusting the single number ρ until dE/dρ = 0 therefore removes all the forces. This happens at ρ = 1.8644 bohr. The argument used no second derivative, so it would hold equally well if the plane were a minimum.

**Reason (b): a minimum among planar, symmetric shapes**

At the optimized geometry the curvature for stretching all three bonds together is

K = d²E/dρ² = 1.6891 Eh/bohr².

It is positive, so the structure is a minimum with respect to ρ. To compare K with a Hessian eigenvalue, use a displacement of total length δ. Each H then moves by δ/√3, and the energy changes by ½K(δ/√3)² = ½(K/3)δ². This displacement is an eigenvector of H: at every D3h geometry the gradient is the radial pattern times a, so H acting on the radial pattern, which is dg/dρ, equals da/dρ times the same pattern. Since dE/dρ = 3a, the eigenvalue is K/3 = 0.5630 Eh/bohr². This is one of six internal eigenvalues, and reason (b) has examined no other.

**Reason (c): why the free optimization stayed planar**

The optimizer used here, BFGS, steps along −Bg, where B is a matrix that starts as the identity. It is updated from the last step s and the last change of gradient y. At a D3h geometry g is unchanged by every S, so the first step is too, and the next geometry is again D3h. Then s and y are also unchanged by S. Acting on a vector v, the updated B gives a combination of Bv, s and By. Thus it turns symmetric vectors into symmetric vectors, and every later step preserves D3h, apart from rounding.

My run in all twelve coordinates, started at ρ = 2.10 bohr, behaves in this way. It ends with N only 5.7×10⁻¹⁶ bohr from the plane of the H atoms, at −56.186598 Eh, the energy of the constrained optimization. Removing the constraint from the input did not remove the symmetry from the starting point. Reason (c) is reason (b) repeated.

**The direction that was not examined**

The motions out of the plane need a separate analysis. Differentiating g(Sx) = S g(x) once more gives H(Sx)S = S H(x), so at a geometry left unchanged by S,

HS = SH.

Take S to be reflection in the molecular plane. It leaves an in-plane displacement p unchanged, Sp = p, and reverses an out-of-plane displacement q, Sq = −q. Since this S is a symmetric matrix,

qᵀHp = qᵀHSp = qᵀSHp = (Sq)ᵀHp = −qᵀHp,

and so qᵀHp = 0. The four z coordinates can be treated alone.

Write them in the order N, H₁, H₂, H₃. Three combinations are rigid: the translation (1, 1, 1, 1) and the rotations about the x and y axes, in which N stays fixed and each H moves in proportion to its y or x coordinate. A vector orthogonal to both rotations satisfies Σᵢ zᵢ r̂ᵢ = 0 over the H atoms. Three unit vectors at 120° have just one linear relation, r̂₁ + r̂₂ + r̂₃ = 0, so z₁ = z₂ = z₃. Orthogonality to the translation then requires z_N + 3z₁ = 0. Up to a factor, the one remaining vector is

u = (1, −1/3, −1/3, −1/3).

This is the umbrella motion: N goes one way and the three H atoms go the other. A symmetric 4×4 matrix that gives zero on the three rigid vectors must have the form

H_zz = k u uᵀ.

The associated coordinate is u·z = z_N − (z₁ + z₂ + z₃)/3 = h, the height of N above the plane of the H atoms. The quadratic energy is therefore ½k h², and k = ∂²E/∂h² at fixed ρ.

Symmetry has fixed the form of the motion, but it does not fix the sign of k, which has to be computed. Energy differences between the planar molecule and molecules with N slightly raised give

k = −0.07774 Eh/bohr².

The formula predicts an N,N element k, N,H elements −k/3 = 0.02591 and H,H′ elements k/9 = −0.00864 Eh/bohr². The analytic Hessian, computed separately, has these values. Because u·u = 1 + 3/9 = 4/3,

H_zz u = k u (u·u) = (4k/3) u,

so the eigenvalue is 4 × (−0.07774)/3 = −0.10365 Eh/bohr². The full internal list, in Eh/bohr², is

−0.10365, 0.15773, 0.15773, 0.56304, 1.47393, 1.47393.

One eigenvalue is negative. The planar structure is a first-order saddle, and the manuscript's conclusion fails at this level of theory. The sign of k survives a change of basis, but its size does not: k is about −0.072 Eh/bohr² in aug-cc-pVDZ and lies between −0.015 and −0.036 Eh/bohr² in basis sets without polarization functions (6-31++G, 6-31G, 3-21G).

**Masses and the imaginary frequency**

Nuclear masses affect the frequency but cannot repair the sign. With the centre of mass at rest, M = m_N + 3m_H, and a common displacement z_H of the H atoms,

z_N = 3m_H h/M,  z_H = −m_N h/M.

The kinetic energy is

½m_N(dz_N/dt)² + (3/2)m_H(dz_H/dt)²
= ½(dh/dt)² (9m_N m_H² + 3m_H m_N²)/M²
= ½(dh/dt)² 3m_N m_H(3m_H + m_N)/M²
= ½μ(dh/dt)²,

where μ = 3m_N m_H/M, or 1/μ = 1/m_N + 1/(3m_H). The equation of motion is μ d²h/dt² = −kh, so ω² = k/μ. With isotope-averaged atomic masses, as used in the program, μ = 4533.6 m_e and

ω² = −0.07774/4533.6 = −1.715×10⁻⁵,

and |ω| = 0.00414 atomic units, which corresponds to 909 cm⁻¹. Since ω is imaginary, this number is not the frequency of a vibration. Near the plane, h grows or decays as exp(±|ω|t).

**Following the mode downhill**

Raise N by h = 0.02 bohr. To leading order the force on it is

−kh = 0.07774 × 0.02 = 0.001555 Eh/bohr,

directed away from the plane. The computed force is 0.001552 Eh/bohr. A gradient optimization started from this nudged geometry, in all twelve coordinates, no longer returns to the plane. It stops at h = 0.686 bohr with energy −56.195332 Eh, below the planar value.

To see the route, I fix h and let ρ adjust, which defines V(h) = min over ρ of E(ρ,h). Reflection makes E even in h. With s the change of ρ from its planar value and E₀ the planar energy, the leading terms are

E = E₀ + ½k h² + ½K s² + ½c s h² + b h⁴.

The constants c and b describe the coupling to the bonds and the stiffening at larger h. Setting ∂E/∂s = Ks + ½c h² = 0 gives s = −c h²/(2K). Inserting this,

½K s² + ½c s h² = c²h⁴/(8K) − c²h⁴/(4K) = −c²h⁴/(8K) = −½K s².

Relaxing ρ thus lowers the energy by an amount of order h⁴ and leaves the initial curvature k unchanged. Doubling h should multiply this gain by 16. The computed gains at h = 0.1 and 0.2 bohr are 4.36×10⁻⁶ and 6.81×10⁻⁵ Eh, a ratio of 15.6. The expansion allows such a departure, because terms of order h⁶ were dropped.

The path from the plane to the pyramid, in quarters of the final height, is as follows. Lengths are in bohr, energies in mEh relative to the plane, and slopes in mEh/bohr.

h | ρ | V, ρ relaxed | E, ρ fixed | dV/dh
--- | --- | --- | --- | ---
0 | 1.8644 | 0 | 0 | 0
0.1714 | 1.8577 | −1.102 | −1.065 | −12.386
0.3428 | 1.8379 | −3.933 | −3.381 | −19.315
0.5142 | 1.8057 | −7.146 | −4.658 | −16.197
0.6857 | 1.7625 | −8.735 | −2.042 | 0

The fourth column follows the straight umbrella displacement, apart from a translation of the whole molecule. At the final height it recovers only 2.042 of the 8.735 mEh. The mode gives the direction in which to leave the saddle; after that the other coordinates must relax. At fixed ρ the bond length √(ρ² + h²) would have to grow as N rises. The relaxed molecule avoids most of this stretching by drawing the H atoms toward the axis.

The slopes provide a check on the energies. Along the relaxed path,

dV/dh = ∂E/∂h + (∂E/∂ρ)(dρ/dh) = ∂E/∂h,

because ∂E/∂ρ = 0. Boole's rule for five equally spaced points, with spacing 0.1714 bohr, gives

(2 × 0.1714/45)(32 × (−12.386) + 12 × (−19.315) + 32 × (−16.197)) = −8.73 mEh.

The two end points contribute nothing, since their slopes vanish. This agrees with the energy difference in the table. The slope is zero at both ends of the path, and it cannot tell the top from the bottom.

The behaviour near the plane already gives a fair estimate of the pyramid. Write V − E₀ = ½k h² + βh⁴, where β = b − c²/(8K). In the second row, ½k h² = −1.142 mEh while V − E₀ = −1.102 mEh. The difference of 0.040 mEh, divided by h⁴ = 8.63×10⁻⁴ bohr⁴, gives β ≈ 0.046 Eh/bohr⁴. Away from the plane, setting the derivative kh + 4βh³ to zero gives

h² = −k/(4β) ≈ 0.42 bohr²,  so h ≈ 0.65 bohr.

Substituting this h² into the energy gives

V − E₀ = −k²/(8β) + k²/(16β) = −k²/(16β) ≈ −0.0082 Eh.

The height and the depth are both between 5% and 10% smaller than the full results, relative to those results. Rounding in β is not the cause. The full height would need β = −k/(4h²) ≈ 0.041 Eh/bohr⁴ and the full depth would need β = k²/(16 × 0.008735) ≈ 0.043 Eh/bohr⁴. Both lie outside the uncertainty of the value 0.046, and no single β gives both. The shortfall comes from the terms of order h⁶ and higher that were dropped, which are no longer small at the pyramid. The formula also shows the limiting cases. As k approaches zero from below with β positive, the pyramid flattens into the plane. At k = 0 the plane is still a minimum along this path if β > 0, although the quadratic test is silent. For k > 0 the plane is a local minimum, provided the other five eigenvalues are positive.

**The structure at the end of the path**

Solving ∂E/∂ρ = 0 and ∂E/∂h = 0 directly gives the same pyramid as the nudged optimization. Its N-H length is 1.891 bohr, its height 0.686 bohr and its H-N-H angle 107.6°. The forces are again zero, so the Hessian must be examined here too. All six internal eigenvalues are positive, with harmonic wavenumbers

1142, 1810, 1810, 3706, 3843 and 3843 cm⁻¹.

This structure is a local minimum. Its mirror image at −h has the same energy, and the planar saddle lies between the two. The height of the saddle above either pyramid is

−56.186598 − (−56.195332) = 0.00873 Eh, or 22.9 kJ/mol.

This is a difference of electronic energies at fixed nuclei, without zero-point vibration. It is not converged to the digits shown. Cartesian d functions give 23.1 kJ/mol, with h = 0.687 bohr. Frozen-core MP2 at these geometries gives 25.0 kJ/mol. Hartree-Fock in aug-cc-pVDZ gives about 21.4 kJ/mol with the pyramid held at the present geometry, and an imaginary wavenumber of 872 rather than 909 cm⁻¹. A measured barrier should not be expected to equal it.

**Requested revision**

The planar calculation should be kept and renamed. It is a properly converged saddle point, and its energy is what the inversion barrier requires. The statement that planar ammonia is the equilibrium structure should be withdrawn.

For any structure offered as a minimum, the manuscript should report the internal Hessian eigenvalues, computed for all displacements and not just the symmetric ones. If one is clearly negative, the molecule should be displaced along that eigenvector, optimized again without symmetry, and the Hessian recomputed. The displacement must be large enough for the resulting force to exceed the optimizer's threshold: raising N by 2×10⁻⁴ bohr gives a force of only 1.6×10⁻⁵ Eh/bohr, and an optimizer with a threshold of 2×10⁻⁵ Eh/bohr stops there without a step. An eigenvalue close to zero calls for tighter convergence and for energies at several displacements, since numerical error or higher-order terms may then decide the sign. The numerical check accompanying this comment carries out the procedure for ammonia.

Numbers as computed

```
NH3, RHF/6-31G**
mass of N: 25533.2 m_e
mass of H: 1837.5 m_e
umbrella reduced mass mu: 4533.6 m_e
-- planar, before optimization --
starting N-H length: 2.10 bohr
slope dE/drho there: 0.27275 Eh/bohr
largest non-radial gradient part: 3.4e-15 Eh/bohr
-- planar stationary point --
N-H length: 1.8644 bohr
energy: -56.186598 Eh
largest of 12 gradient components: 9.5e-13 Eh/bohr
stretch curvature d2E/drho2: 1.6891 Eh/bohr^2
umbrella curvature k (energies): -0.07774 Eh/bohr^2
N,N element of z Hessian: -0.07774 Eh/bohr^2
N,H element of z Hessian: 0.02591 Eh/bohr^2
H,H' element of z Hessian: -0.00864 Eh/bohr^2
4k/3: -0.10365 Eh/bohr^2
six internal Cartesian eigenvalues (Eh/bohr^2):
  -0.10365 0.15773 0.15773 0.56304 1.47393 1.47393
number of negative eigenvalues: 1
imaginary wavenumber, magnitude: 908.8 cm^-1
five real wavenumbers (cm^-1):
  1713.5 1713.5 3841.9 4067.0 4067.0
-- leaving the plane --
nudge of N: 0.02 bohr
outward force on nudged N: 0.001552 Eh/bohr
relaxation gain at h=0.1 bohr: 4.359e-06 Eh
relaxation gain at h=0.2 bohr: 6.808e-05 Eh
ratio of gains (fourth order: 16): 15.62
-- free optimization in 12 coordinates --
planar start, final height: 5.7e-16 bohr
planar start, final energy: -56.186598 Eh
planar start, largest gradient: 1.6e-07 Eh/bohr
nudged start, final height: 0.6858 bohr
nudged start, final energy: -56.195332 Eh
nudged start, largest gradient: 1.4e-05 Eh/bohr
-- path: h, rho (bohr); relaxed E, fixed-rho E
   relative to plane (mEh); dE/dh (mEh/bohr) --
  0.0000 1.8644 0.000 0.000 0.000
  0.1714 1.8577 -1.102 -1.065 -12.386
  0.3428 1.8379 -3.933 -3.381 -19.315
  0.5142 1.8057 -7.146 -4.658 -16.197
  0.6857 1.7625 -8.735 -2.042 -0.000
integral of dE/dh along path: -0.008734 Eh
-- pyramidal minimum --
N-H length: 1.8912 bohr
height h: 0.6857 bohr
H-N-H angle: 107.63 degrees
energy: -56.195332 Eh
largest gradient component: 7.6e-11 Eh/bohr
six real wavenumbers (cm^-1):
  1141.8 1810.3 1810.3 3706.4 3843.4 3843.4
barrier: 0.008735 Eh = 22.93 kJ/mol
```
